Heats of transport: energy flux, reduced heat flux and the enthalpy shift

Q: Suppose two papers give a heat of transport for dilute carbon in nickel at about 1150 K. One says −0.2 eV, the other +0.3 eV. I take these as invented values for the sake of argument. Both are energies per atom for the same solute in the same metal, so I would say that the papers contradict each other, even on whether carbon drifts to the hot or the cold side.

A: Before you compare them, ask what was being transported. A heat of transport is a ratio: the amount of some flux carried per migrating atom when the temperature is uniform. If one paper used the total energy flux and the other the reduced heat flux, the two numbers are different quantities.

Q: Energy is energy. Why should there be two fluxes?

A: Because a moving atom takes along the energy it has merely by being dissolved there, and one may count that or leave it out. Let me fix the setting. One interstitial species moves through a cubic crystal at uniform pressure, with no external force. Fluxes are counted relative to the host lattice. J is the atom flux and J_u the total energy flux, which includes the small work of the uniform pressure. Let η, n and S be the enthalpy, the number of solute atoms and the entropy per unit reference volume of the host lattice. At constant pressure,

T dS = dη − μ dn,

where μ is the chemical potential of the solute. The conservation laws are ∂η/∂t = −∇·J_u and ∂n/∂t = −∇·J. Inserting them gives

∂S/∂t = −(1/T)∇·J_u + (μ/T)∇·J.

Now use (1/T)∇·J_u = ∇·(J_u/T) − J_u·∇(1/T), and the same product rule for the second term:

∂S/∂t = −∇·[(J_u − μJ)/T] + J_u·∇(1/T) − J·∇(μ/T).

The divergence moves entropy from place to place. The rest is the entropy produced per volume and time:

σ = J_u·∇(1/T) − J·∇(μ/T).

So J_u has the partner ∇(1/T), and J has the partner −∇(μ/T).

Q: That looks complete. Where does a second heat flux come in?

A: The force −∇(μ/T) is awkward, because it is not zero in a crystal of uniform composition with a temperature gradient. Let c be the fraction of interstitial sites that are filled. At fixed pressure μ depends on T and c, and (∂μ/∂T)_c = −s, where s is the partial entropy per atom. Hence

∇μ = −s∇T + (∇μ)_T,

where (∇μ)_T is the part due to the composition gradient alone. Divide μ by T and differentiate:

∇(μ/T) = ∇μ/T − μ∇T/T²
= (∇μ)_T/T − (μ + Ts)∇T/T².

The combination μ + Ts is the partial enthalpy h per atom. Since ∇(1/T) = −∇T/T²,

∇(μ/T) = (∇μ)_T/T + h∇(1/T).

Put this into σ and collect the terms in ∇(1/T):

σ = (J_u − hJ)·∇(1/T) − J·(∇μ)_T/T.

The bracket is the reduced heat flux, J_q' = J_u − hJ. Its partner force for the atoms contains the composition gradient only.

Q: So how do the two heats of transport differ?

A: Set ∇T = 0 and divide by J. With Q_u = J_u/J and Q' = J_q'/J,

Q_u = Q' + h.

For carbon in nickel I take h = 0.500 eV as a rough value at 1150 K, measured from graphite at that temperature. Then −0.200 + 0.500 = 0.300 eV. If the first paper used the reduced heat flux and the second the energy flux with this zero, the two agree. In molar units the pair is −19.3 and 28.9 kJ/mol.

Q: But the signs differ. One of them must be right about where the carbon goes.

A: Each is right when it is used with its own force. Near equilibrium the fluxes are linear in the forces. In the reduced form,

J = L[−(∇μ)_T/T] + M∇(1/T),
J_q' = N[−(∇μ)_T/T] + K∇(1/T).

Onsager symmetry says M = N. At uniform temperature J_q'/J = N/L, which is Q' by definition, so M = LQ' and

J = L[−(∇μ)_T/T + Q'∇(1/T)].

Now replace the composition force by −(∇μ)_T/T = −∇(μ/T) + h∇(1/T):

J = L[−∇(μ/T) + (Q' + h)∇(1/T)]
= L[−∇(μ/T) + Q_u∇(1/T)].

The coefficient L is the same in both, because the two atom forces coincide when T is uniform. In a crystal of uniform composition the energy form has ∇(μ/T) = h∇(1/T), so J = L(Q_u − h)∇(1/T). The enthalpy cancels and Q' is left. With ∇(1/T) pointing to the cold side, a positive Q' drives atoms to the cold side and a negative one to the hot side. The sign of Q_u alone tells you neither.

Q: Can you give me the flux in numbers?

A: Take a foil 1 mm thick with faces at 1100 and 1200 K, so the gradient is 1000 K/cm. Let c be 0.001 everywhere at the start. For an ideal lattice gas,

μ = μ°(T) + kT ln[c/(1−c)],

and therefore (∇μ)_T = kT∇c/[c(1−c)]. At uniform temperature the atom law becomes

J = −Lk∇c/[c(1−c)].

Fick's law is J = −Dn_s∇c, where n_s is the number of interstitial sites per volume. Comparing the two gives L = Dn_s c(1−c)/k. At uniform composition,

J = −Dn_s c(1−c)Q'∇T/(kT²).

With a rough migration barrier of 1.5 eV and a prefactor of 0.1 cm²/s, D is 2.67×10⁻⁸ cm²/s at 1150 K. The site density is 9.17×10²² cm⁻³ with the room-temperature lattice parameter of 0.352 nm (thermal expansion lowers it, and the flux with it, by about 4 per cent at 1150 K), and kT is 0.0991 eV. Then Dn_s c(1−c) is 2.45×10¹² cm⁻¹ s⁻¹, and

−Q'∇T/(kT²) = (0.200/0.0991)(1000/1150) cm⁻¹ = 1.755 cm⁻¹.

The product is 4.29×10¹² atoms per cm² and second, towards the hot face. The energy form gives the same flux. If you put Q_u = 0.300 eV into the reduced law, you get −6.44×10¹², which is too large by half and points the wrong way.

Q: And after a long time, when the flux has stopped?

A: Assume a sealed foil and a constant Q'. Zero flux in the reduced form means (∇μ)_T/T = Q'∇(1/T). For the ideal lattice gas the left side is k∇ln[c/(1−c)], so

ln[c/(1−c)] = Q'/(kT) + constant.

At these low concentrations 1−c is close to one, and the ratio between the faces follows from

ln(c_hot/c_cold) ≈ (Q'/k)(1/T_hot − 1/T_cold).

To use kT at 1150 K, multiply and divide by that temperature:

(−0.200/0.0991)(1150/1200 − 1150/1100)
= (−2.018)(−0.0871) = 0.176.

The hot face holds 1.19 times as much carbon as the cold one. With 0.300 eV in the same formula the exponent is −0.264 and the ratio 0.768. The misuse turns an enrichment of 19 per cent into a depletion of 23 per cent.

Q: What happens if I start from the energy form? Its heat of transport now changes with temperature, because h does.

A: Then you must keep that change. Zero flux gives d(μ/T) = [Q' + h(T)] d(1/T) along the foil. The standard part obeys d(μ°/T) = h d(1/T), which is the Gibbs–Helmholtz relation; here the ideal mixing term adds nothing to h. Subtract it and k d ln[c/(1−c)] = Q' d(1/T) remains. Integrating the energy form from the cold face to the hot one, with a heat capacity of 3k per dissolved atom, also gives the ratio 1.19.

Q: If both descriptions work, Q_u seems the more fundamental one. Total energy is conserved, whereas you had to subtract something to get Q'.

A: J_u is indeed the flux to use in an energy balance. But its value per atom depends on where you put the zero of energy. Add a constant A to the energy of every solute atom. Then

μ → μ + A, h → h + A, J_u → J_u + AJ, Q_u → Q_u + A.

In the flux law the first term changes by −A∇(1/T) and the second by +A∇(1/T). J is unchanged, and so is Q' = Q_u − h. If the zero is moved from graphite to free carbon atoms, a shift rounded here to 7 eV, Q_u goes from 0.3 to −6.7 eV. The foil still ends with the ratio 1.19.

For the shifted flux to remain a conserved energy flux, the constant must be the same throughout the sample. If A varied with position, the energy density η + An would change in time by −∇·J_u − A∇·J. The shifted flux has the divergence ∇·J_u + A∇·J + J·∇A, so a source term J·∇A would be left over. That is why my zero is graphite at 1150 K, and not graphite at the local temperature. The atom law alone does allow the local reference, provided μ is measured from the Gibbs energy G(T) of graphite and Q_u from its enthalpy H(T): since d(G/T) = H d(1/T), the two shifts cancel. Shifting both by the same A(T) leaves a false force −∇A/T.

Q: Then what does Q' mean physically, if it does not care about the zero?

A: Keep a small region at constant temperature and pressure while atoms migrate into it and stay there. Each arrival brings the energy Q_u. Adding one atom at that temperature raises the enthalpy of the region by h. The surplus Q_u − h = Q' must be taken out as heat to hold the temperature. If Q' is negative, as in our example, heat must be supplied. Both Q_u and h contain the zero of energy, and the surplus does not.

The opposite limit is also useful. When J = 0 in a temperature gradient, J_u − J_q' = hJ = 0. Both fluxes then describe the same heat conduction, so a thermal conductivity defined at zero atom flux does not depend on this choice.

Q: I am still uneasy. You changed variables in a formula. How do I know that jumps carry the extra h, and that the steady profile gives only what is left once h is subtracted?

A: A toy model in which every exchange of energy can be counted shows both. It is not a description of carbon in nickel. Atoms hop along 41 planes, each with its own heat bath. An atom has a site energy of 0.50 eV and two internal levels, at 0 and 0.10 eV, with degeneracies 1 and 3. The hop barriers B from these levels are 0.60 and 0.45 eV. A hop leaves the level unchanged; within a plane, the atom changes level by exchanging heat with that plane's bath. The bath of the plane it leaves lends a share a = 0.6 of the barrier energy, and the bath of the plane it enters lends the rest. On landing, the share a goes to the new plane and 1−a to the old one. This is the time reverse of borrowing for the return hop.

Between planes 1 and 2 the forward rate is proportional to

exp[−aB/(kT₁) − (1−a)B/(kT₂)],

and the reverse rate has T₁ and T₂ exchanged. Their ratio is

exp{−[(2a−1)B/k](1/T₁ − 1/T₂)}.

A forward hop takes the net heat (2a−1)B out of bath 1 and puts it into bath 2. The exponent is the resulting entropy change of the baths divided by k, so the rates obey local detailed balance. A single hop may lower the entropy, but the mean entropy production cannot be negative.

Q: And what does the counting give?

A: First hold all planes at 1000 K and impose a concentration gradient. The energy crossing between two planes, divided by the atoms crossing, is 0.67899 eV. Then close the chain, apply a small temperature gradient and let the flux die out. The slope of the concentration gives Q' = 0.13054 eV. The difference is 0.54845 eV. A third calculation, the derivative of μ/T with respect to 1/T at fixed occupation, gives h = 0.54845 eV. The first two numbers come from different situations, so the agreement of their difference with h also checks Onsager symmetry in this model.

The parts can be followed by hand. At 1000 K, kT is 0.0862 eV. The relative populations of the two levels are 1 and 3exp(−0.10/0.0862) = 0.940, so the mean internal energy is 0.10×0.940/1.940 = 0.0485 eV. Adding the site energy gives h = 0.5485 eV, which is more than the site energy alone.

The atoms that hop are not an average sample. The upper level has the lower barrier, so its weight in the flux is larger by exp(0.15/0.0862), and it supplies 84 per cent of the hops. The mean internal energy of the hopping atoms is therefore 0.084 eV, which is 0.036 eV above that of the resting ones. The baths pass on a further

0.2×(0.16×0.60 + 0.84×0.45) eV = 0.095 eV.

Together these make Q' = 0.131 eV. The site energy appears in no hop rate, so the steady profile cannot reveal it. It does travel with every atom, so the energy flux contains it. The profile is not blind to all of h, however: the thermally excited part, 0.0485 eV here, is subtracted in Q', so changing the levels of the resting atom changes the profile.

Q: Are these two the only conventions I may run into?

A: A third one uses T times the entropy flux, J_u − μJ. To find its partner, write −∇(μ/T) = −∇μ/T − μ∇(1/T) in the first form of σ:

σ = (J_u − μJ)·∇(1/T) − J·∇μ/T.

Its heat of transport is

Q_s = Q_u − μ = Q' + h − μ = Q' + Ts,

and the same substitution in the atom law gives

J = L[−∇μ/T + Q_s∇(1/T)].

For our carbon, set the non-configurational part of s to zero at 1150 K. Then Ts = −kT ln[c/(1−c)] = 0.0991×6.907 eV = 0.6845 eV, and Q_s = 0.4845 eV. So −0.20, 0.30 and 0.48 eV all describe the same foil, and each gives the same flux with its own force. Q_s also depends on composition, even when Q' does not: as c goes to zero, Ts grows like −kT ln c without limit. Two values of Q_s at different dilution therefore cannot be compared directly either.

Q: Then I have my rule: from energy flux to reduced heat flux, subtract the partial enthalpy of the migrating atom.

A: For one species that moves independently through the lattice, yes. In a binary alloy described in a frame where J₁ + J₂ = 0, an atom of kind 1 going one way means an atom of kind 2 coming back. With J₂ = −J₁ the entropy production is

σ = J_u·∇(1/T) − J₁·∇[(μ₁ − μ₂)/T].

Apply the Gibbs–Helmholtz step to each potential and subtract:

∇[(μ₁ − μ₂)/T] = [∇(μ₁ − μ₂)]_T/T + (h₁ − h₂)∇(1/T).

The reduced flux is now J_u − (h₁ − h₂)J₁, and the shift is h₁ − h₂.

Take a regular solution at 1000 K with x₁ = 0.3, h₁ = 0.398 eV and h₂ = −0.082 eV. The shift is 0.480 eV. For one chosen set of fluxes and gradients, the energy form and the form with h₁ − h₂ both give σ = −3.34×10⁻⁶ in model units, whereas subtracting h₁ alone gives −6.21×10⁻⁶. The negative sign has no physical meaning here. The fluxes were assigned freely to compare the expressions, and do not follow from the gradients by a transport law. If vacancies carry the diffusion and the lattice frame is used, J₁ and J₂ are independent and the vacancies need their own accounting, which this formula does not supply.

Q: How far would a real nickel foil be from your example?

A: The solution enthalpy, barrier and prefactor are rough values for carbon in nickel, and Q' is a trial value, so 1.19 is a result of the model and not a measurement. The gradient is also far steeper than an ordinary furnace can maintain: with a thermal conductivity of about 70 W/(m K), the foil would have to pass some 700 W/cm². A thicker sample with the same face temperatures needs less heat and ends with the same ratio, but its settling time grows as the square of the thickness. At c = 0.001, site blocking is a correction of 0.1 per cent. Carbon–carbon interaction, with 0.1 eV assumed for each of 12 neighbour sites, changes the thermodynamic force by about 1 per cent if it is repulsive and 2 per cent if it is attractive. The estimated solubility at the cold face is 0.005, above the carbon content anywhere in the foil, so no graphite should form. Across the foil h changes by 0.026 eV, and Q_u changes with it if Q' is constant. The decay time of the slowest mode, thickness²/(π²D), is about 10 hours with D at 1150 K, and 11 hours when the almost fourfold change of D across the foil is kept. About two thirds of the enrichment is reached by then, and about 94 per cent after 30 hours. Published diffusion coefficients for carbon in nickel are roughly twice the D used here, which would halve these times. Over such a time a real surface may gain or lose carbon to the furnace gas; then the gas helps to set the concentrations and the closed-foil ratio no longer applies.

Two coupled fields deserve more care. In an open circuit the temperature gradient sets up an electric field. With a rough Seebeck coefficient of 30 μV/K, it contributes about 0.035 eV in magnitude to Q' per unit of effective charge on the carbon. A heat of transport measured in an open circuit already includes this part.

The other field is stress. I assumed a foil that is free to bend, in which a linear temperature profile and a uniform expansion coefficient cause no thermal stress. If it is clamped flat and stays elastic, the stress differs by about 340 MPa between the faces. The hot side is compressed, and carbon, which expands the lattice, is pushed towards the cold side. If each carbon atom adds a volume of 0.010 nm³, the energy difference is 0.014 eV per atom, against a thermal drive |Q'|ΔT/T of 0.017 eV. The exponent then falls from 0.176 to about 0.176 − 0.014/0.099 = 0.03, and the enrichment nearly disappears. The result is sensitive to this assumed volume: with 0.007 nm³ the exponent would be 0.075, and about two fifths of the enrichment would remain. Nickel this hot cannot hold such a stress for long, however. Plastic flow and creep would remove most of it well before the carbon has settled, so the elastic estimate overstates the effect of stress on the final profile.

Q: So what should I do with the two papers on my desk?

A: Find out which flux each one used, in which frame, at what temperature and composition, and from which zero of energy. For an interstitial, turn each value into Q' by subtracting h from a Q_u, or Ts from a Q_s, with h or s taken from the same zero as the paper's value. If a paper gives a steady concentration profile with no atom flux, you can obtain Q' from it directly: in a dilute ideal solution it is k times the slope of ln c against 1/T. When interactions matter, use the slope of μ with composition in place of the ideal one. If a difference remains after that, the papers disagree about the carbon. The numerical output lists the values in each convention.

Numbers as computed

```
HOPPING MODEL (round parameters)
temperature: 1000 K; planes: 41
site energy: 0.50 eV; levels: [0.  0.1] eV
degeneracies: [1. 3.]; barriers: [0.6  0.45] eV
share of barrier energy lent by origin: 0.6
energy carried per atom, counted: 0.67899 eV
reduced heat of transport, steady profile: 0.13054 eV
difference of these two: 0.54845 eV
partial enthalpy from mu/T: 0.54845 eV
CARBON IN NICKEL (rough inputs, chosen Q_red)
faces: 1100 K and 1200 K; mean 1150 K
thickness: 1.0 mm; gradient: 1000 K/cm
kT at mean temperature: 0.09910 eV
carbon site fraction c0: 1.0e-03
partial enthalpy h, zero = graphite: 0.500 eV
T*s: 0.6845 eV; mu: -0.1845 eV
Q_red (reduced heat flux): -0.200 eV
Q_u (energy flux, zero = graphite): 0.300 eV
Q_u (energy flux, zero = free atoms, rough): -6.7 eV
Q_s (T times entropy flux): 0.4845 eV
Q_red = -19.3 kJ/mol; Q_u = 28.9 kJ/mol
diffusion coefficient: 2.669e-08 cm2/s
site density: 9.171e+22 cm^-3
initial flux, uniform c, via Q_red: 4.29176e+12 cm^-2 s^-1
initial flux, uniform c, via Q_u: 4.29176e+12 cm^-2 s^-1
initial flux, uniform c, via Q_s: 4.29176e+12 cm^-2 s^-1
false initial flux, Q_u in reduced law: -6.4376e+12 cm^-2 s^-1
steady c_hot/c_cold via Q_red: 1.19200
steady c_hot/c_cold via Q_u, graphite zero: 1.19200
steady c_hot/c_cold via Q_u, atom zero: 1.19200
steady c_hot/c_cold via Q_s: 1.19200
false ratio, Q_u in reduced law: 0.76835
BINARY WITH J1 + J2 = 0 (round parameters)
x1: 0.3; T: 1000 K; h1: 0.398 eV; h2: -0.082 eV
shift h1 - h2: 0.480 eV
entropy production, energy form: -3.34489e-06 (model units)
entropy production, shift h1-h2: -3.34489e-06 (model units)
entropy production, shift h1 only: -6.21489e-06 (model units)
NEGLECTED EFFECTS (rough)
site blocking, relative: 1.0e-03
carbon-carbon interaction, relative: 0.012
solubility at cold face, site fraction: 5.12e-03
change of h across foil: 0.0259 eV
thermoelectric part of Q_red per unit charge: 0.0345 eV
elastic stress difference if clamped: 343 MPa
its energy per carbon atom: 0.0143 eV
thermal drive |Q_red|*dT/T: 0.0174 eV
settling time L^2/(pi^2 D): 10.5 h
```
